# Why vacuum polarization dominates the Lamb shift in muonic hydrogen

A hydrogen atom in its 2S state lies slightly above the same atom in 2P$_{1/2}$. The gap is roughly 1.1 GHz, and vacuum polarization, the response of virtual electron–positron pairs to the proton's field, supplies a few percent of it with the opposite sign. If the electron is replaced by a muon, which has the same charge and about 207 times the mass, the order of the levels reverses: 2S lies below 2P$_{1/2}$ by roughly 200 meV, and nearly all of this comes from vacuum polarization. Why does a change of mass exchange the roles of the two effects?

## Two lengths and one ratio

Units with $\hbar=c=1$ are used, and $\alpha=e^2/4\pi$. The model is a nonrelativistic lepton of mass $m_l$ bound to a nucleus of charge $Z$, with reduced mass $m_r$. In the pure Coulomb field 2S and 2P have the same energy, so any splitting comes from corrections, taken here to first order. Fine structure is left out. All splittings are quoted as $\Delta=E(2S)-E(2P)$.

The size of the atom is set by the Bohr radius $a=1/(Z\alpha m_r)$. The size of the polarization cloud is set by the reduced Compton wavelength of the particle in the loop, the electron: $\lambda_e=1/m_e=386$ fm. Their ratio is

$$\kappa=\frac{a}{\lambda_e}=\frac{m_e}{Z\alpha m_r}.$$

In ordinary hydrogen $a=52\,947$ fm and $\kappa=137.1$. In muonic hydrogen $a=284.7$ fm and $\kappa=0.737$. The electron orbits far outside the cloud; for the muon the Bohr radius and the cloud are of comparable size.

## The potential of the polarized vacuum

The starting point, taken as given, is the one-loop correction to photon exchange. At momentum transfer $\mathbf q$ the Coulomb interaction $-4\pi Z\alpha/q^2$ is multiplied by $1+\Pi(q^2)$, where

$$\Pi(q^2)=\frac{2\alpha}{\pi}\int_0^1dx\,x(1-x)\ln\left[1+\frac{q^2x(1-x)}{m_e^2}\right].$$

It vanishes at $q=0$ because $\alpha$ is defined by the charge seen from far away. Put $x=(1-v)/2$, so that $x(1-x)=(1-v^2)/4$. The integrand is even in $v$, and therefore

$$\Pi=\frac{\alpha}{2\pi}\int_0^1dv\,(1-v^2)\ln\left[1+\frac{q^2(1-v^2)}{4m_e^2}\right].$$

Integrate by parts with $v-v^3/3$ as the antiderivative of $1-v^2$. The boundary term vanishes at $v=0$ through this factor and at $v=1$ through the logarithm. The derivative of the logarithm is $-2vq^2/[4m_e^2+q^2(1-v^2)]$, so

$$\Pi=\frac{\alpha}{\pi}\int_0^1dv\,\frac{v^2(1-v^2/3)\,q^2}{4m_e^2+q^2(1-v^2)}.$$

Now let $u=1/\sqrt{1-v^2}$. Then $v=\sqrt{u^2-1}/u$, $dv=du/(u^3v)$ and $1-v^2/3=\tfrac23(1+1/2u^2)$, which gives

$$\Pi=\frac{2\alpha}{3\pi}\int_1^\infty du\,w(u)\frac{q^2}{q^2+4m_e^2u^2},\qquad w=\left(1+\frac1{2u^2}\right)\frac{\sqrt{u^2-1}}{u^2}.$$

Multiplication by $-4\pi Z\alpha/q^2$ cancels the $q^2$ in the numerator. What remains is a sum of terms $-4\pi Z\alpha/(q^2+\mu^2)$ with $\mu=2m_eu$. Since $(-\nabla^2+\mu^2)(e^{-\mu r}/r)=4\pi\delta(\mathbf r)$, each is the transform of $-Z\alpha e^{-\mu r}/r$. The added interaction is the Uehling potential,

$$V(r)=-\frac{Z\alpha}{r}\,\frac{2\alpha}{3\pi}\int_1^\infty du\,w(u)\,e^{-2m_eur}.$$

It is attractive: a lepton that enters the cloud sees a less screened nucleus. No term has a range longer than $1/2m_e=\lambda_e/2$.

## The splitting it causes

With $x=r/a$ and $s=1+\mu a$, the 2S radial density $r^2(1-r/2a)^2e^{-r/a}/2a^3$ gives

$$\left\langle\frac{e^{-\mu r}}r\right\rangle_{2S}=\frac1{2a}\int_0^\infty dx\left(x-x^2+\frac{x^3}4\right)e^{-sx}=\frac1{2a}\left(\frac1{s^2}-\frac2{s^3}+\frac3{2s^4}\right).$$

The bracket equals $(2s^2-4s+3)/2s^4=[1+2(s-1)^2]/2s^4$. The 2P density $r^4e^{-r/a}/24a^5$ gives

$$\left\langle\frac{e^{-\mu r}}r\right\rangle_{2P}=\frac1{24a}\int_0^\infty dx\,x^3e^{-sx}=\frac1{4as^4}.$$

The difference, 2S minus 2P, is

$$\frac{1+2\mu^2a^2}{4as^4}-\frac1{4as^4}=\frac{1}{2a}\,g(\mu a),\qquad g(y)=\frac{y^2}{(1+y)^4}.$$

Here $\mu a=2\kappa u$. Summing over $u$ with the prefactor of $V$, and using $1/a=Z\alpha m_r$, yields

$$\Delta_{VP}=-\frac{\alpha}{3\pi}(Z\alpha)^2m_rF(\kappa),\qquad F(\kappa)=\int_1^\infty du\,w(u)\,g(2\kappa u).$$

The function $g$ contains the comparison of lengths. An exchange of range $1/\mu$ much longer than $a$ looks like a Coulomb force to the atom and shifts both levels alike, so $g\approx y^2$ is small. An exchange of much shorter range is felt only near the nucleus, where little of the orbital lies, so $g\approx1/y^2$ is small again. Since $g'(y)=2y(1-y)/(1+y)^5$, the maximum is at $y=1$, where the range equals the Bohr radius.

## Far outside the cloud, and deep within it

For large $\kappa$ the 1 in $(1+2\kappa u)^4$ can be dropped. This makes the integrand larger, so the result is also an upper bound:

$$F<\frac1{4\kappa^2}\int_1^\infty du\left(1+\frac1{2u^2}\right)\frac{\sqrt{u^2-1}}{u^4}.$$

With $u=1/\cos\theta$ the two integrals become $\int_0^{\pi/2}\sin^2\theta\cos\theta\,d\theta=\tfrac13$ and $\tfrac12\int_0^{\pi/2}\sin^2\theta\cos^3\theta\,d\theta=\tfrac12(\tfrac13-\tfrac15)=\tfrac1{15}$. Their sum is $\tfrac25$, so $F\to1/(10\kappa^2)$ and

$$\Delta_{VP}\to-\frac{\alpha(Z\alpha)^4m_r^3}{30\pi m_e^2}.$$

This is the contact limit. Its power of $\kappa$ has a simple origin. The chance of finding the lepton inside the cloud scales as $(\lambda_e/a)^3=\kappa^{-3}$, while the Coulomb energy there exceeds that at the Bohr radius by a factor of order $\kappa$. The product is $\kappa^{-2}$.

For the opposite limit write $w(u)=h(u)/u$, with $h=(1+1/2u^2)\sqrt{1-1/u^2}$, and use $y=2\kappa u$ as variable:

$$F=\int_{2\kappa}^\infty\frac{dy}{y}\,h\!\left(\frac{y}{2\kappa}\right)g(y).$$

Multiplying out gives $h^2=1-3/(4u^4)-1/(4u^6)$, so $h$ rises from 0 at $u=1$ towards 1. When $\kappa$ grows, the lower limit moves up and the argument of $h$ moves down. Both reduce the integral of a positive function, so $F$ falls steadily with $\kappa$. As $\kappa\to0$, $h\to1$ and

$$F\to\int_0^\infty\frac{y\,dy}{(1+y)^4}=\int_0^\infty\left[\frac1{(1+y)^3}-\frac1{(1+y)^4}\right]dy=\frac12-\frac13=\frac16.$$

Shrinking the atom thus raises the splitting, relative to the binding scale $(Z\alpha)^2m_r$, only up to a ceiling.

## The competitor does not see the electron cloud

In ordinary hydrogen the main effect is the self-energy: the lepton emits and reabsorbs photons, and its binding modifies the process. An estimate is enough here. Take the coupling $-(e/m_l)\,\mathbf p\cdot\mathbf A$ for photons of long wavelength. The term in $\mathbf A^2$ shifts all levels equally in this approximation and drops out. Second-order perturbation theory for the state $S$ gives

$$-\frac{e^2}{m_l^2}\int\frac{d^3k}{(2\pi)^3}\frac1{2k}\sum_n\frac{\tfrac23|\mathbf p_{nS}|^2}{\Delta E_n+k}=-\frac{2\alpha}{3\pi m_l^2}\int_0^Kk\,dk\sum_n\frac{|\mathbf p_{nS}|^2}{\Delta E_n+k},$$

where $\Delta E_n=E_n-E_S$, $\mathbf p_{nS}$ is the momentum matrix element, and $\tfrac23$ comes from the sum over two polarizations averaged over directions. A free lepton with the same $\langle p^2\rangle$ has the same expression with $\Delta E_n=0$. That part already belongs to the measured mass and is subtracted. Because $k/(\Delta E_n+k)-1=-\Delta E_n/(\Delta E_n+k)$, the rest is positive:

$$\delta E=\frac{2\alpha}{3\pi m_l^2}\sum_n|\mathbf p_{nS}|^2\Delta E_n\ln\frac{K+\Delta E_n}{\Delta E_n}.$$

For 2S no term is singular: $\mathbf p$ is proportional to the commutator of the Hamiltonian $H$ with $\mathbf r$, so its element between the degenerate 2S and 2P vanishes.

The weights obey a sum rule. From $(H-E_S)p_i|S\rangle=[H,p_i]|S\rangle=i(\partial_iU)|S\rangle$, with $U=-Z\alpha/r$, the sum $\sum_n|\mathbf p_{nS}|^2\Delta E_n$ equals $\langle p_i\,i\partial_iU\rangle$, summed over $i$. Letting $H-E_S$ act to the left gives $\langle-i(\partial_iU)p_i\rangle$ instead. The mean of the two forms is

$$\frac i2\langle[p_i,\partial_iU]\rangle=\frac12\langle\nabla^2U\rangle=2\pi Z\alpha|\psi(0)|^2=\frac{(Z\alpha)^4m_r^3}{4},$$

since $|\psi_{2S}(0)|^2=1/(8\pi a^3)$.

The photon wavelength becomes comparable with the orbit already at $k=1/a=Z\alpha m_r$, far below $m_l$. Keeping the factor $e^{i\mathbf k\cdot\mathbf r}$, however, adds recoil terms $k^2/2m_l$ and $\mathbf p\cdot\mathbf k/m_l$ to the energy denominator, and these remain small beside $k$ until $k$ approaches $m_l$, where the nonrelativistic treatment fails as well. The cutoff is therefore taken as $K=m_l$. With $K\gg\Delta E_n$ for the important states,

$$\Delta_{SE}\approx\frac{\alpha(Z\alpha)^4m_r^3}{6\pi m_l^2}L,\qquad L=\ln\frac{m_l}{\overline{\Delta E}},$$

where $\ln\overline{\Delta E}$ is the average of $\ln\Delta E_n$ with weights $|\mathbf p_{nS}|^2\Delta E_n$. The sum over all bound and continuum p states gives $\overline{\Delta E}=8.32\,(Z\alpha)^2m_r$. For hydrogen $L=\ln(137.036^2/8.32)=7.72$, the reduced-mass correction being negligible here. Keeping $K+\Delta E_n$ in the logarithm gives 7.76.

This remains an estimate. Doubling the cutoff would add $\ln2=0.69$ to $L$, or 9 percent. Relativistic constants, magnetic terms and the self-energy of 2P, which has no large logarithm because $\psi_{2P}(0)=0$, are omitted.

The electron mass appears here only if the electron is the orbiting lepton. Measured against the binding scale, the self-energy is $\alpha(Z\alpha)^2(m_r/m_l)^2L/6\pi$. Apart from the reduced-mass factor and a small change in $L$, it is the same for a muon as for an electron.

## The exchange of roles

Dividing the two results gives

$$\frac{|\Delta_{VP}|}{\Delta_{SE}}=\frac{2m_l^2F}{(Z\alpha)^2m_r^2L}=\frac{2\kappa^2F(\kappa)}{L}\left(\frac{m_l}{m_e}\right)^2.$$

For ordinary hydrogen $m_l=m_e$ and $\kappa^2F\approx1/10$, so the ratio is close to $1/(5L)=0.026$. The few percent are thus the inverse of a numerical factor of 5 times a logarithm; both effects have the same powers of $\alpha$ and mass.

For muonic hydrogen $F(0.737)=0.0524$, and

$$\frac{2(0.7374)^2(0.05236)}{7.829}(206.77)^2\approx3.1\times10^2.$$

The energies on their common scale show which term has moved:

| $\lvert\Delta\rvert/(\alpha^2m_r)$ | hydrogen | muonic hydrogen |
|---|---|---|
| vacuum polarization | $4.08\times10^{-9}$ | $4.05\times10^{-5}$ |
| self-energy | $1.59\times10^{-7}$ | $1.30\times10^{-7}$ |

The self-energy falls by only about 18 percent. Vacuum polarization rises by a factor of 9900, which is the ratio of the two values of $F$. The 2S probability within one $\lambda_e$ of the nucleus grows from $6.4\times10^{-8}$ to 4.7 percent.

A change to the model isolates the cause. Keep the muon in its orbit, but give the loop particle the muon's mass. The cloud shrinks with its Compton wavelength, the length ratio returns to 152, and vacuum polarization falls to $-0.017$ meV, or 2.5 percent of the self-energy. A heavy orbiting particle is therefore not sufficient; it must be heavy compared with the loop particle, of mass $m_{loop}$. In the contact limit the ratio is $(m_l/m_{loop})^2/(5L)$, which passes 1 at $m_l/m_{loop}\approx\sqrt{5L}\approx6$, where the length ratio is still above 20 and the orbit lies well outside the cloud.

## The energies, and what else contributes

For hydrogen the scale is $\alpha^2m_r=6.576\times10^9$ MHz, and $\alpha/3\pi=7.743\times10^{-4}$. Hence

$$\Delta_{VP}=-(7.743\times10^{-4})(5.272\times10^{-6})(6.576\times10^9)\ \text{MHz}=-26.8\ \text{MHz}.$$

The self-energy estimate is about $+1.0$ GHz ($+1046$ MHz for $K=m_l$ exactly, with a cutoff ambiguity of some 9 percent). For muonic hydrogen the scale is $5.057\times10^6$ meV:

$$\Delta_{VP}=-(7.743\times10^{-4})(0.05236)(5.057\times10^6)\ \text{meV}=-205.0\ \text{meV},$$

against a self-energy of only $+0.66$ meV.

A smaller atom also feels the size of the proton. For a charged shell of radius $R$ the potential energy inside is $-Z\alpha/R$ instead of $-Z\alpha/r$. The volume integral of the difference is $4\pi Z\alpha\int_0^R(r-r^2/R)\,dr=\tfrac{2\pi}3Z\alpha R^2$. A spherical charge is a superposition of shells, which replaces $R^2$ by the mean square radius $r_p^2$. Multiplication by $|\psi_{2S}(0)|^2$ gives

$$\Delta_{size}=\frac{(Z\alpha)^4m_r^3r_p^2}{12}=(Z\alpha)^2m_r\,\frac{(r_p/a)^2}{12}.$$

With $r_p=0.841$ fm this is $+0.14$ MHz in hydrogen and $+3.7$ meV in muonic hydrogen, where it exceeds the self-energy but stays below 2 percent of vacuum polarization.

The three terms add up to about $+1.0$ GHz ($+1019$ MHz for $K=m_l$) and $-200.7$ meV. Vacuum polarization has 2.6 percent of the magnitude of the first sum and 102 percent of the second; it exceeds the whole because the other two terms oppose it. These sums are not complete Lamb shifts: two-loop terms, recoil and higher binding corrections are missing, besides the omissions in the self-energy.

## Where the simple pictures stop working

The contact limit serves ordinary hydrogen well. To next order $(1+1/2\kappa u)^{-4}\approx1-2/(\kappa u)$. The average of $1/u$ over the contact integrand is $(\pi/16+\pi/64)/(2/5)=25\pi/128$, so $F$ is reduced by the fraction $25\pi/(64\kappa)$, or 0.9 percent, in agreement with the computed values. In muonic hydrogen the same limit would give $-720$ meV. The true first-order value is 0.28 of that, because the cloud is no longer small compared with the orbit. Shrinking the orbit raises vacuum polarization relative to the binding scale, though only to $4\times10^{-5}$ of it, and overlap with the cloud weakens the steep growth, $m_r^3$, that the contact formula predicts.

First-order perturbation theory is adequate even there. Diagonalizing the radial Hamiltonian with the Uehling potential included changes $-205.0$ meV to $-205.2$ meV, a relative change below 0.1 percent. The converged higher-order shift is $-0.15$ meV, which gives $-205.16$ meV; the value $-205.20$ meV in the numerical output carries a numerical error of about 0.04 meV.

The dominance need not persist for muons around heavier nuclei. On the binding scale vacuum polarization cannot exceed $(\alpha/3\pi)/6=1.3\times10^{-4}$, whereas the size term grows as the square of nuclear radius over Bohr radius. It reaches that ceiling when the radius is about 4 percent of $a$; in muonic hydrogen it is 0.3 percent.

The formula for $F$ was tested against direct radial integration of the potential for both atoms, and the size formula against a uniformly charged sphere. The main energies and ratios are listed in the numerical output below.

## Computed results

```
1/alpha = 137.0360
muon/electron mass ratio = 206.768
reduced electron Compton length = 386.16 fm
proton rms charge radius = 0.8407 fm
log-mean excitation energy from 2S = 8.320 alpha^2 m_r
sum rule, explicit sum (expected 0.25) = 0.25000
L in H: log form 7.722, direct integral 7.762 (infinite nuclear mass)
--- H; energies are E(2S)-E(2P)
m_r/m_e = 0.9995
Bohr radius a = 52946.54 fm
kappa = 137.1106
2S probability inside Compton length = 6.396e-08
F(kappa) = 5.27203e-06
contact value 1/(10 kappa^2) = 5.31934e-06
energy scale alpha^2 m_r = 6.57610e+09 MHz
VP / energy scale = -4.082e-09
self-energy / energy scale = 1.590e-07
L = 7.722
VP = -26.844 MHz
self-energy estimate = 1045.787 MHz
proton size = 0.138 MHz
sum of the three = 1019.08 MHz
|VP|/self-energy = 0.0257
|VP|/|sum| = 0.0263
--- muonic H; energies are E(2S)-E(2P)
m_r/m_e = 185.8408
Bohr radius a = 284.75 fm
kappa = 0.7374
2S probability inside Compton length = 4.707e-02
F(kappa) = 5.23581e-02
contact value 1/(10 kappa^2) = 1.83913e-01
energy scale alpha^2 m_r = 5.05699e+06 meV
VP / energy scale = -4.054e-05
self-energy / energy scale = 1.304e-07
L = 7.829
VP = -205.007 meV
self-energy estimate = 0.659 meV
proton size = 3.674 meV
sum of the three = -200.67 meV
|VP|/self-energy = 310.9465
|VP|/|sum| = 1.0216
--- comparisons
F(muonic H)/F(H) = 9931.3
muonic H, contact law VP = -720.1 meV
muonic H, F/contact value = 0.2847
muonic H, VP by diagonalization = -205.20 meV
muon-mass loop: kappa = 152.47
muon-mass loop: VP = -0.0167 meV
muon-mass loop: |VP|/self-energy = 0.0253
```
